# Electron mobility limited by acoustic phonons through the deformation potential: a numerical check

```python
# Result under test: acoustic deformation-potential mobility of nondegenerate carriers,
#   mu = (2 sqrt(2 pi)/3) e hbar^4 cl / (Xi^2 m^(5/2) (kB T)^(3/2)),  valid for kB T >> m s^2,
#   1/tau = sqrt(2) Xi^2 kB T m^(3/2) sqrt(eps)/(pi hbar^4 cl),  l = pi hbar^4 cl/(Xi^2 m^2 kB T).
# Symbols: m band mass, Xi deformation potential, rho density, s longitudinal sound speed,
# cl = rho s^2, eps carrier energy, tau relaxation time, l mean free path, q phonon wave vector,
# |g_q|^2 V = Xi^2 hbar q/(2 rho s), kth = sqrt(2 m kB T)/hbar. SI units, model parameters.
import numpy as np
import sympy as sp
from scipy.constants import hbar, e, k as kB, m_e, pi
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

m0, Xi, rho, s, T0 = 0.2*m_e, 10.0*e, 5000.0, 5000.0, 300.0
cl = rho*s**2
def show(label, value, unit=""): print(f"{label} = {value:.5g} {unit}".rstrip())
def kth(m, T): return np.sqrt(2*m*kB*T)/hbar
def dos1(eps, m): return (2*m)**1.5*np.sqrt(eps)/(4*pi**2*hbar**3)
def tau(eps, m, T): return pi*hbar**4*cl/(np.sqrt(2)*Xi**2*kB*T*m**1.5*np.sqrt(eps))
def mfp(m, T): return pi*hbar**4*cl/(Xi**2*m**2*kB*T)
def mu_formula(m, T): return 2*np.sqrt(2*pi)/3*e*hbar**4*cl/(Xi**2*m**2.5*(kB*T)**1.5)
def g2V(q): return Xi**2*hbar*q/(2*rho*s)
def bose(q, T): return 1/np.expm1(hbar*s*q/(kB*T))
def slope(f, x): return (np.log(f(1.02*x)) - np.log(f(x/1.02)))/(2*np.log(1.02))

# Isotropic elastic waves: only the longitudinal mode dilates
G = 0.3*cl; lame = cl - 2*G; d = np.eye(3)
C = lame*np.einsum('ij,kl->ijkl', d, d) + G*(np.einsum('ik,jl->ijkl', d, d) + np.einsum('il,jk->ijkl', d, d))
nhat = np.array([0.3, -0.5, 0.7]); nhat /= np.linalg.norm(nhat)
w2, pol = np.linalg.eigh(np.einsum('ijkl,j,l->ik', C, nhat, nhat)/rho)
assert abs(np.sqrt(w2[2])/s - 1) < 1e-12
assert np.allclose(np.abs(nhat @ pol), [0, 0, 1], atol=1e-10)

# Oscillator (hbar = M = omega = 1) diagonalized on a sinc grid
xg = np.linspace(-14, 14, 201); hx = xg[1] - xg[0]
dij = np.subtract.outer(np.arange(201), np.arange(201))
kin = np.where(dij == 0, pi**2/3, 2.0*(-1.0)**np.abs(dij)/np.maximum(dij**2, 1))/(2*hx**2)
En, psi = np.linalg.eigh(kin + np.diag(xg**2/2))
for n in range(5):
    assert abs(abs(psi[:, n+1] @ (xg*psi[:, n])) - np.sqrt((n+1)/2)) < 1e-8
boltz = np.exp(-0.5*En)
assert abs(boltz @ ((psi**2).T @ xg**2)/boltz.sum() - 0.5/np.tanh(0.25)) < 1e-8

# Harmonic chain: quantum thermal fluctuation of the longest-wave dilation
Nat, a = 64, 5e-10
M, K, V = rho*a**3, cl*a, Nat*a**3
shift = np.roll(np.eye(Nat), 1, axis=1)
wsq, vec = np.linalg.eigh(K/M*(2*np.eye(Nat) - shift - shift.T))
om, vec = np.sqrt(wsq[1:]), vec[:, 1:]
cov = (vec*(hbar/(2*M*om)/np.tanh(hbar*om/(2*kB*T0)))) @ vec.T
qc = 2*pi/(Nat*a)
row = np.exp(-1j*qc*a*np.arange(Nat)) @ (shift - np.eye(Nat))/(a*Nat)
dil2 = (row @ cov @ row.conj()).real
xc = hbar*s*qc/(kB*T0)
assert abs(dil2*Xi**2*V/(g2V(qc)*(2*bose(qc, T0) + 1)) - 1) < 1e-6
chain_ratio = dil2*cl*V/(kB*T0)
assert abs((chain_ratio - 1)/(xc**2/12) - 1) < 0.02

# Golden-rule sums on a shifted Cartesian k' grid; Gaussian delta, error of order width^2
h, width = 0.025, 0.06
ax = np.arange(-70, 71)*h
GX, GY, GZ = np.meshgrid(ax + 0.31*h, ax - 0.17*h, ax + 0.43*h, indexing='ij')
def grid_sum(kvec, masses, T, mode):
    k0 = kth(m0, T); kv = np.array(kvec)*k0
    X, Y, Z = GX*k0, GY*k0, GZ*k0
    de = hbar**2/2*((X**2 - kv[0]**2)/masses[0] + (Y**2 - kv[1]**2)/masses[1] + (Z**2 - kv[2]**2)/masses[2])
    q = np.sqrt((X - kv[0])**2 + (Y - kv[1])**2 + (Z - kv[2])**2)
    sig = width*kB*T
    delta = lambda E: np.exp(-E**2/(2*sig**2))/(sig*np.sqrt(2*pi))
    if mode == 'equipartition': occ = 2*kB*T/(hbar*s*q)*delta(de)
    elif mode == 'zero_point': occ = delta(de)
    else:
        N = bose(q, T); occ = N*delta(de - hbar*s*q) + (N + 1)*delta(de + hbar*s*q)
    W = 2*pi/hbar*g2V(q)*occ*(h*k0)**3/(2*pi)**3
    c = (X*kv[0] + Y*kv[1] + Z*kv[2])/(np.sqrt(X**2 + Y**2 + Z**2)*np.linalg.norm(kv))
    return W.sum(), (W*c).sum()/W.sum()
kdir, iso = (1/3, 2/3, 2/3), (m0, m0, m0)
rate_el, cos_el = grid_sum(kdir, iso, T0, 'equipartition')
assert abs(rate_el*tau(kB*T0, m0, T0) - 1) < 2e-3 and abs(cos_el) < 1e-3
assert abs(rate_el/(2*pi/hbar*Xi**2*kB*T0/cl*dos1(kB*T0, m0)) - 1) < 2e-3
cos_zp = grid_sum(kdir, iso, T0, 'zero_point')[1]
assert abs(cos_zp + 0.2) < 3e-3
ell = (0.1*m_e, 0.2*m_e, 0.4*m_e); md = np.prod(np.array(ell)/m_e)**(1/3)*m_e
rate_an = grid_sum((np.sqrt(ell[0]/m0), 0, 0), ell, T0, 'equipartition')[0]
assert abs(rate_an*tau(kB*T0, md, T0) - 1) < 2e-3

# Symbolic transport average and closed form
y = sp.symbols('y', positive=True)
ms, ts, hs, cs, Xs, es = sp.symbols('m t hb c X e', positive=True)
avg = sp.integrate(y*sp.exp(-y), (y, 0, sp.oo))/sp.integrate(y**sp.Rational(3, 2)*sp.exp(-y), (y, 0, sp.oo))
assert sp.simplify(avg - 4/(3*sp.sqrt(sp.pi))) == 0
dos_s = (2*ms)**sp.Rational(3, 2)*sp.sqrt(ts)/(4*sp.pi**2*hs**3)
mu_s = es/ms*avg/(2*sp.pi/hs*Xs**2*ts/cs*dos_s)
target = 2*sp.sqrt(2*sp.pi)/3*es*hs**4*cs/(Xs**2*ms**sp.Rational(5, 2)*ts**sp.Rational(3, 2))
assert sp.simplify(mu_s/target - 1) == 0

# mu_ii = e <v_i^2 tau>/(kB T) as an explicit three-dimensional Maxwell sum
def mu_maxwell(masses, mdos, T):
    ks = [4*A*kth(m0, T) for A in (GX, GY, GZ)]
    eps = sum(hbar**2*kk**2/(2*mm) for kk, mm in zip(ks, masses))
    wt = np.exp(-eps/(kB*T)); wtau = wt*tau(eps, mdos, T)
    return [e/(kB*T)*((hbar*kk/mm)**2*wtau).sum()/wt.sum() for kk, mm in zip(ks, masses)]
mu0 = mu_formula(m0, T0)
assert abs(mu_maxwell(iso, m0, T0)[2]/mu0 - 1) < 1e-3
mu_ell = mu_maxwell(ell, md, T0)
for mi, mui in zip(ell, mu_ell):
    assert abs(mui/(mu_formula(md, T0)*md/mi) - 1) < 1e-3

# Exact inelastic kernel (Bose factors, energy conservation) and linearized Boltzmann equation
gl, gw = np.polynomial.legendre.leggauss(32)
def kernel(k, m, T):
    k = k[:, None]; qs = 2*m*s/hbar; parts = []
    for sign in (1, -1):
        lo = np.maximum(0, sign*qs - 2*k); hi = np.maximum(lo, sign*qs + 2*k)
        q = np.maximum(lo + (hi - lo)*(gl + 1)/2, 1e-12*qs)
        occ = bose(q, T) + (0 if sign == 1 else 1)
        w = Xi**2*m/(4*pi*rho*s*hbar**2*k)*q**2*occ*gw*(hi - lo)/2
        kp = np.sqrt(k**2 + sign*qs*q)
        parts.append((w, kp, (k + q*(sign*qs - q)/(2*k))/kp))
    return [np.hstack(p) for p in zip(*parts)]
Tlow = 8*m0*s**2/kB
w, kp, c = kernel(np.array([kth(m0, Tlow)]), m0, Tlow)
rate_in, cos_in = grid_sum(kdir, iso, Tlow, 'inelastic')
assert abs(rate_in/w.sum() - 1) < 4e-3 and abs(cos_in - (w*c).sum()/w.sum()) < 4e-3
def boltzmann(m, T):
    k = np.arange(1, 601)*0.01*kth(m, T)
    w, kp, c = kernel(k, m, T)
    v, Gam = hbar*k/m, w.sum(1)
    Lam = v/Gam
    for it in range(300):
        new = (v + (w*c*np.interp(kp, np.r_[0, k], np.r_[0, Lam])).sum(1))/Gam
        err = np.max(np.abs(new/Lam - 1)); Lam = new
        if err < 1e-12: break
    assert err < 1e-12
    wt = k**2*np.exp(-(k/kth(m, T))**2)
    return e/(3*kB*T)*(v*Lam*wt).sum()/wt.sum(), Lam
mu_full, Lam = boltzmann(m0, T0)
assert abs(mu_full/mu0 - 1) < 3e-3
assert np.all(np.abs(Lam[[69, 99, 199]]/mfp(m0, T0) - 1) < 3e-3)
sT = slope(lambda T: boltzmann(m0, T)[0], T0); sm = slope(lambda m: boltzmann(m, T0)[0], m0)
assert abs(sT + 1.5) < 5e-3 and abs(sm + 2.5) < 5e-3
ratio = {T: boltzmann(m0, T)[0]/mu_formula(m0, T) for T in (300.0, 75.0, 10.0, 1.0)}
coef = {T: (ratio[T] - 1)*kB*T/(m0*s**2) for T in (300.0, 75.0)}
assert abs(coef[75.0]/coef[300.0] - 1) < 0.05

# Fermi-Dirac statistics by quadrature, eps = kB T x^2, eta = reduced chemical potential
def integ(f, eta):
    pts = [np.sqrt(eta)] if eta > 0 else None
    return quad(f, 0, np.sqrt(max(eta, 0) + 45), points=pts, epsabs=0, epsrel=1e-10, limit=200)[0]
def density(eta, m, T):
    return 2*kB*T*integ(lambda x: 2*x*dos1(kB*T*x*x, m)*expit(eta - x*x), eta)
def mu_eta(eta, m, T):
    f = lambda x: 2*x*dos1(kB*T*x*x, m)*(2*kB*T*x*x/m)*tau(kB*T*x*x, m, T)*expit(eta - x*x)*expit(x*x - eta)
    return 2*e/3*integ(f, eta)/density(eta, m, T)
def eta_of(n, m, T): return brentq(lambda z: np.log(density(z, m, T)/n), -30, 100, xtol=1e-12)
def mu_fd(n, m, T): return mu_eta(eta_of(n, m, T), m, T)
Nc = 2*(m0*kB*T0/(2*pi*hbar**2))**1.5
assert abs(density(-10.0, m0, T0)/(Nc*np.exp(-10.0)) - 1) < 1e-4
assert abs(mu_eta(-10.0, m0, T0)/mu0 - 1) < 1e-4
ndeg = 1e26; kF = (3*pi**2*ndeg)**(1/3)
mu_deg, mu_lim = mu_fd(ndeg, m0, T0), e*mfp(m0, T0)/(hbar*kF)
dT = slope(lambda T: mu_fd(ndeg, m0, T), T0); dm = slope(lambda m: mu_fd(ndeg, m, T0), m0)
assert abs(mu_deg/mu_lim - 1) < 0.01 and abs(dT + 1) < 0.02 and abs(dm + 2) < 0.02

show("m/m_e", m0/m_e); show("m", m0, "kg"); show("Xi", Xi/e, "eV"); show("rho", rho, "kg/m^3")
show("s", s, "m/s"); show("T", T0, "K"); show("cl", cl, "Pa"); show("kB T", kB*T0, "J")
show("m s^2/kB", m0*s**2/kB, "K"); show("m s^2/(kB T)", m0*s**2/(kB*T0))
show("k at eps=kBT", kth(m0, T0), "1/m"); show("v at eps=kBT", hbar*kth(m0, T0)/m0, "m/s")
xmax = 2*hbar*s*kth(m0, T0)/(kB*T0)
show("x = hbar s 2k/(kB T)", xmax); show("N at q=2k", bose(2*kth(m0, T0), T0))
show("(2N+1) x/2 at q=2k", xmax/2/np.tanh(xmax/2))
show("chain: x of longest wave", xc); show("chain: <|Delta_q|^2> cl V/(kB T) - 1", chain_ratio - 1)
show("DOS per spin at kBT", dos1(kB*T0, m0), "1/(J m^3)")
show("1/tau(kBT) formula", 1/tau(kB*T0, m0, T0), "1/s"); show("1/tau(kBT) grid sum", rate_el, "1/s")
show("tau(kBT)", tau(kB*T0, m0, T0), "s"); show("mean free path l", mfp(m0, T0), "m")
show("<cos>, equipartition kernel", round(cos_el, 4) + 0.0); show("<cos>, kernel ~ q", cos_zp)
show("4/(3 sqrt(pi))", float(avg)); show("<tau>", float(avg)*tau(kB*T0, m0, T0), "s")
show("mu formula", mu0, "m^2/(V s)"); show("mu formula", mu0*1e4, "cm^2/(V s)")
show("mu full Boltzmann", mu_full*1e4, "cm^2/(V s)")
for T in (75.0, 600.0): show(f"mu formula at {T:g} K", mu_formula(m0, T)*1e4, "cm^2/(V s)")
show("full: dln mu/dln T", sT); show("full: dln mu/dln m", sm)
for T in ratio: show(f"mu full/formula at {T:g} K", ratio[T])
for T in coef: show(f"(ratio-1) kBT/(m s^2) at {T:g} K", coef[T])
show("inelastic check T", Tlow, "K"); show("inelastic rate, q integral", w.sum(), "1/s")
show("inelastic rate, grid sum", rate_in, "1/s"); show("inelastic <cos>, grid sum", cos_in)
show("ellipsoid m_d/m_e", md/m_e)
for mi, mui in zip(ell, mu_ell): show(f"ellipsoid mu along m={mi/m_e:g} m_e", mui*1e4, "cm^2/(V s)")
show("Nc", Nc, "1/m^3"); show("degenerate n", ndeg, "1/m^3"); show("kF", kF, "1/m")
show("eta", eta_of(ndeg, m0, T0)); show("2 hbar s kF/kB", 2*hbar*s*kF/kB, "K")
show("mu degenerate", mu_deg*1e4, "cm^2/(V s)"); show("e l/(hbar kF)", mu_lim*1e4, "cm^2/(V s)")
show("degenerate dln mu/dln T", dT); show("degenerate dln mu/dln m", dm)
print("all good")
```

It prints:

```
m/m_e = 0.2
m = 1.8219e-31 kg
Xi = 10 eV
rho = 5000 kg/m^3
s = 5000 m/s
T = 300 K
cl = 1.25e+11 Pa
kB T = 4.1419e-21 J
m s^2/kB = 0.32989 K
m s^2/(kB T) = 0.0010996
k at eps=kBT = 3.6838e+08 1/m
v at eps=kBT = 2.1323e+05 m/s
x = hbar s 2k/(kB T) = 0.093793
N at q=2k = 10.17
(2N+1) x/2 at q=2k = 1.0007
chain: x of longest wave = 0.024996
chain: <|Delta_q|^2> cl V/(kB T) - 1 = 5.2025e-05
DOS per spin at kBT = 3.0573e+44 1/(J m^3)
1/tau(kBT) formula = 1.5494e+12 1/s
1/tau(kBT) grid sum = 1.5487e+12 1/s
tau(kBT) = 6.4542e-13 s
mean free path l = 1.3763e-07 m
<cos>, equipartition kernel = 0
<cos>, kernel ~ q = -0.19983
4/(3 sqrt(pi)) = 0.75225
<tau> = 4.8552e-13 s
mu formula = 0.42697 m^2/(V s)
mu formula = 4269.7 cm^2/(V s)
mu full Boltzmann = 4275.7 cm^2/(V s)
mu formula at 75 K = 34158 cm^2/(V s)
mu formula at 600 K = 1509.6 cm^2/(V s)
full: dln mu/dln T = -1.5014
full: dln mu/dln m = -2.4986
mu full/formula at 300 K = 1.0014
mu full/formula at 75 K = 1.0057
mu full/formula at 10 K = 1.0439
mu full/formula at 1 K = 1.5922
(ratio-1) kBT/(m s^2) at 300 K = 1.2803
(ratio-1) kBT/(m s^2) at 75 K = 1.2864
inelastic check T = 2.6392 K
inelastic rate, q integral = 1.1044e+09 1/s
inelastic rate, grid sum = 1.1037e+09 1/s
inelastic <cos>, grid sum = 0.072954
ellipsoid m_d/m_e = 0.2
ellipsoid mu along m=0.1 m_e = 8539.5 cm^2/(V s)
ellipsoid mu along m=0.2 m_e = 4269.7 cm^2/(V s)
ellipsoid mu along m=0.4 m_e = 2134.9 cm^2/(V s)
Nc = 2.2445e+24 1/m^3
degenerate n = 1e+26 1/m^3
kF = 1.436e+09 1/m
eta = 15.14
2 hbar s kF/kB = 109.68 K
mu degenerate = 1450.9 cm^2/(V s)
e l/(hbar kF) = 1456.1 cm^2/(V s)
degenerate dln mu/dln T = -1.0072
degenerate dln mu/dln m = -2.0072
all good
```
